# Is half Tr(BT) the interaction energy of the RPA state?

**The argument under review**

The manuscript computes a direct random-phase-approximation (RPA) correlation energy from ring coupled-cluster amplitudes,

\[
E_c=\tfrac12\mathrm{Tr}(BT),
\]

and then interprets it. The reasoning is that \(B\) is the interaction between pair excitations, \(T\) describes the correlated state, and the pair energies do not appear. The formula is therefore taken to be the interaction energy of the correlated state, to which the energy spent on exciting the pairs must be added.

The formula is correct for the model used. The question is whether the interpretation follows. To decide it, one has to compute the expectation value of the interaction in the same state and compare.

**The model and its conventions**

Let \(i\) label an occupied–virtual pair, with real orbitals. Direct RPA treats the pair operators as bosons, \([b_i,b_j^\dagger]=\delta_{ij}\), and uses \(H=H_0+V\) with

\[
H_0=\sum_i D_i b_i^\dagger b_i,
\]
\[
V=\sum_{ij}K_{ij}b_i^\dagger b_j+\tfrac12\sum_{ij}K_{ij}(b_ib_j+b_i^\dagger b_j^\dagger).
\]

Here \(D_i>0\) is an orbital-energy difference and \(K\) is real and symmetric. In the usual RPA notation \(A=D+K\) and \(B=K\). The reference \(|0\rangle\) contains no bosons, so \(\langle0|V|0\rangle=0\): every energy below is a change from the reference value. I assume stability, meaning that the matrix \(D+2K\) is positive definite.

The correlated state is

\[
|\Psi\rangle=e^{Z}|0\rangle,\qquad Z=\tfrac12\sum_{ij}T_{ij}b_i^\dagger b_j^\dagger ,
\]

with \(T\) real and symmetric. It is normalized by \(\langle0|\Psi\rangle=1\), not by \(\langle\Psi|\Psi\rangle=1\). That difference matters below.

**What the formula is**

Since \([b_i,Z]=\sum_jT_{ij}b_j^\dagger\) commutes with \(Z\), and \(b_i|0\rangle=0\),

\[
b_i|\Psi\rangle=\sum_jT_{ij}b_j^\dagger|\Psi\rangle. \tag{1}
\]

Let \(H\) act on the state, keeping \(A\) and \(B\) general for later use. The number-conserving part gives

\[
\sum_{ij}A_{ij}b_i^\dagger b_j|\Psi\rangle
=\tfrac12\sum_{ij}(AT+TA)_{ij}b_i^\dagger b_j^\dagger|\Psi\rangle,
\]

where \(AT\) was replaced by its symmetric part because \(b_i^\dagger b_j^\dagger\) is symmetric in \(i,j\). For the annihilating part, use (1) once, then the commutator, then (1) again:

\[
\begin{aligned}
\tfrac12\sum_{ij}B_{ij}b_ib_j|\Psi\rangle
&=\tfrac12\sum_{ijk}B_{ij}T_{jk}(\delta_{ik}+b_k^\dagger b_i)|\Psi\rangle\\
&=\tfrac12\Big[\mathrm{Tr}(BT)+\sum_{kl}(TBT)_{kl}b_k^\dagger b_l^\dagger\Big]|\Psi\rangle .
\end{aligned}
\]

The creating part contributes \(\tfrac12\sum B_{ij}b_i^\dagger b_j^\dagger|\Psi\rangle\). All two-boson terms cancel if

\[
B+AT+TA+TBT=0, \tag{2}
\]

which is the ring coupled-cluster equation. Then \(H|\Psi\rangle=\tfrac12\mathrm{Tr}(BT)|\Psi\rangle\). The number \(E_c\) is an eigenvalue of the whole \(H\), measured from the reference. It already contains the cost of exciting the pairs.

One must still select the right solution of (2). For \(A=D+K\), \(B=K\), the left side can be regrouped as

\[
\begin{aligned}
&(1+T)K(1+T)+DT+TD\\
&=\tfrac12\big[(1+T)(D+2K)(1+T)-(1-T)D(1-T)\big].
\end{aligned}
\]

Expanding the two \(D\) terms confirms this, because \(D\) and \(TDT\) cancel. Multiply by \((1-T)^{-1}\) from both sides and define \(P=(1+T)(1-T)^{-1}\). Equation (2) becomes

\[
P(D+2K)P=D. \tag{3}
\]

With \(M=D^{1/2}(D+2K)D^{1/2}\), which is positive definite, a solution is

\[
P=D^{1/2}M^{-1/2}D^{1/2},
\]

as insertion shows. It is positive definite, so \(T=(P-1)(P+1)^{-1}\) has all eigenvalues between \(-1\) and \(1\), and \(|\Psi\rangle\) can be normalized.

It is also the ground state. Put \(x_i=(b_i+b_i^\dagger)/\sqrt2\), so that \(b_i=(x_i+\partial_i)/\sqrt2\) and \(b_i^\dagger=(x_i-\partial_i)/\sqrt2\). Equation (1) becomes \((1+T)\partial\Psi=-(1-T)x\Psi\), hence \(\Psi\propto\exp(-\tfrac12x^{\mathsf T}P^{-1}x)\). This function has no nodes. In these coordinates \(H\) is a set of coupled oscillators with positive kinetic coefficients \(D_i\), whose nodeless eigenfunction is the ground state.

**Where the interpretation goes wrong**

Project the eigenvalue equation on \(\langle0|\). Since \(\langle0|b_i^\dagger=0\), both \(H_0\) and the number-conserving part of \(V\) drop out:

\[
E_c=\frac{\langle0|H|\Psi\rangle}{\langle0|\Psi\rangle}
=\frac{\langle0|V|\Psi\rangle}{\langle0|\Psi\rangle}
=\tfrac12\mathrm{Tr}(BT).
\]

The manuscript's observation is thus half right: the formula is a matrix element of the interaction. But it has the reference on one side and the correlated state on the other. An expectation value has the correlated state on both sides.

For \(H\) the difference is harmless, since \(H|\Psi\rangle=E_c|\Psi\rangle\) gives the same ratio with any bra that overlaps \(|\Psi\rangle\). For \(V\) it is not, because \(V|\Psi\rangle=E_c|\Psi\rangle-H_0|\Psi\rangle\). The bra \(\langle0|\) removes the last term; the bra \(\langle\Psi|\) keeps it. With \(\langle\cdots\rangle\) now denoting the normalized expectation value in \(|\Psi\rangle\),

\[
W\equiv\langle V\rangle=E_c-\langle H_0\rangle. \tag{4}
\]

The pair energies are absent from \(\tfrac12\mathrm{Tr}(BT)\) as explicit factors, but they determine \(T\) through (2). Their absence from the formula says nothing about whether their cost has been counted.

**The interaction expectation value**

Define \(n_{ij}=\langle b_i^\dagger b_j\rangle\) and \(m_{ij}=\langle b_ib_j\rangle\), both real and symmetric. Apply (1) to the operator next to \(|\Psi\rangle\):

\[
m_{ij}=\langle b_jb_i\rangle=\sum_kT_{ik}\langle b_jb_k^\dagger\rangle
=\sum_kT_{ik}(\delta_{kj}+n_{kj}),
\]
\[
n_{ij}=\sum_kT_{jk}\langle b_i^\dagger b_k^\dagger\rangle=\sum_km_{ik}T_{kj}.
\]

Thus \(m=T(1+n)\), \(n=mT\), and together \(n=T^2+TnT\). In the eigenbasis of \(T\), with eigenvalues \(t_a\), this reads \(n_{ab}(1-t_at_b)=t_a^2\delta_{ab}\). Since \(|t_a|<1\), \(n\) is diagonal there, and

\[
n=T^2(1-T^2)^{-1},\qquad m=T(1-T^2)^{-1}. \tag{5}
\]

The fluctuation matrix of \(b_i+b_i^\dagger\) is

\[
\begin{aligned}
\langle(b_i+b_i^\dagger)(b_j+b_j^\dagger)\rangle
&=(1+2n+2m)_{ij}\\
&=\big[(1+T)^2(1-T^2)^{-1}\big]_{ij}=P_{ij},
\end{aligned}
\]

the same \(P=(1+T)(1-T)^{-1}\) as in (3). The two pair terms in \(V\) each contribute \(\tfrac12\mathrm{Tr}(Km)\), so

\[
W=\mathrm{Tr}[K(n+m)]=\tfrac12\mathrm{Tr}[K(P-1)]
=\mathrm{Tr}[KT(1-T)^{-1}]. \tag{6}
\]

The subtracted 1 is the fluctuation already present in the reference. From (4) and (5), the cost of exciting the pairs is

\[
C\equiv\langle H_0\rangle=\sum_iD_in_{ii}=\mathrm{Tr}[DT^2(1-T^2)^{-1}],\qquad E_c=W+C.
\]

Every \(D_i\) is positive, and \(n\) has eigenvalues \(t_a^2/(1-t_a^2)\ge0\). Hence \(C>0\) unless \(T=0\), which by (2) requires \(K=0\). For any nonzero stable coupling, \(W<E_c\), whatever the sign of \(K\).

**A case that can be done by hand**

Take one pair with \(D=1\) and \(K=1.5\) in model energy units. Equation (2) is \(1.5+5t+1.5t^2=0\), with roots \(-1/3\) and \(-3\). The second does not give a normalizable state. With \(t=-1/3\),

\[
E_c=\tfrac12(1.5)(-\tfrac13)=-0.250,\qquad
P=\frac{2/3}{4/3}=\tfrac12,
\]
\[
W=\tfrac12(1.5)(\tfrac12-1)=-0.375,\qquad
C=\frac{1/9}{8/9}=0.125 .
\]

The budget closes: \(-0.375+0.125=-0.250\). Diagonalizing \(H\) in boson number space gives the same three energies, and also \(-0.250\) for the mixed element. The manuscript's prescription would add the cost to \(E_c\) and obtain \(-0.125\), counting the cost twice and losing half of the energy lowering.

**How large is the difference?**

The difference does not vanish relative to \(E_c\) at weak coupling. Replace \(K\) by \(\lambda K\) at fixed \(D\). To first order, (2) gives \(T_{ij}=-\lambda K_{ij}/(D_i+D_j)\), so to second order

\[
E_c=-\frac{\lambda^2}{2}\sum_{ij}\frac{K_{ij}^2}{D_i+D_j},\qquad
W=\lambda\mathrm{Tr}(KT)=2E_c .
\]

The cost is \(\lambda^2\sum_{ij}D_iK_{ij}^2/(D_i+D_j)^2\). Averaging this with the same sum with \(i\) and \(j\) exchanged replaces \(D_i\) by \((D_i+D_j)/2\), which gives \(C=-E_c\). At leading order, half of the interaction energy gained is spent on exciting pairs. In terms of operators, the projection on \(\langle0|\) picks up only the pair-annihilating term of \(V\), with its prefactor \(\tfrac12\), whereas \(W\) collects both pair terms, which at this order gives twice as much.

At finite coupling the sign of \(K\) matters. For one pair, (6) gives

\[
\frac{W}{E_c}=\frac{Kt/(1-t)}{Kt/2}=\frac{2}{1-t}.
\]

Repulsion makes \(t\) negative and the ratio smaller than 2. Attraction makes \(t\) positive and the ratio larger: for \(D=1\), \(K=-0.3\) one finds \(t=0.225\), \(E_c=-0.0338\), \(W=-0.0872\) and a ratio of 2.58.

Two limits of the single pair show how far this can go. Equation (3) gives \(P=\sqrt{D/(D+2K)}\).

- At the instability, \(K\to-D/2\), \(P\) diverges and \(t\to1\). The total shift stays finite, \(E_c\to-D/4\), while \(W=\tfrac12K(P-1)\to-\infty\). The diverging cost \(C\) compensates it. A finite \(E_c\) is then no sign that the interaction energy is finite.
- For strong repulsion, \(K\gg D\), \(P\to0\), \(t\to-1\) and the ratio tends to 1. The absolute difference still grows: \(C=D(P-1)^2/(4P)\approx\tfrac14\sqrt{2DK}\).

For many pairs with a positive semidefinite \(K\), the ratio is bounded. In this case \(M=D^2+2D^{1/2}KD^{1/2}\ge D^2\), and I claim \(M^{1/2}\ge D\). Let \(S=M^{1/2}-D\) have a normalized eigenvector \(u\) with eigenvalue \(s\). From

\[
M-D^2=\tfrac12\big[(M^{1/2}+D)S+S(M^{1/2}+D)\big]
\]

it follows that \(0\le u^{\mathsf T}(M-D^2)u=s\,u^{\mathsf T}(M^{1/2}+D)u\). The last factor is positive, so \(s\ge0\). Inversion reverses the order, \(M^{-1/2}\le D^{-1}\), hence \(P\le1\) and \(T\le0\). Then

\[
W-2E_c=\mathrm{Tr}\{K[T(1-T)^{-1}-T]\}=\mathrm{Tr}[KT^2(1-T)^{-1}]\ge0,
\]

since the trace of a product of two positive semidefinite matrices is not negative. Therefore

\[
2E_c\le W\le E_c\qquad(K\ge0). \tag{7}
\]

The direct Coulomb matrix belongs to this class: \(\sum_{ij}c_iK_{ij}c_j\) is proportional to the electrostatic self-energy of a real charge density built from orbital products, which is not negative.

**A molecule: LiH**

As a molecular case I take LiH at a chosen distance of 1.60 Å, with PBE orbitals in the 6-31G basis and all electrons correlated. Two occupied and nine virtual orbitals give 18 spatial pairs. For each spatial pair, the spin-up and spin-down excitations couple through the same integral \((ia|jb)\), written here with explicit orbital labels. Their normalized sum therefore has \(K=2(ia|jb)\), and their difference has \(K=0\). Spin-flip pairs have no direct coupling either. Only the sum, the singlet combination, contributes. The results are

\[
\begin{aligned}
E_c&=-0.03578\ \text{hartree}=-0.974\ \text{eV},\\
W&=-0.06089\ \text{hartree}=-1.657\ \text{eV},\\
C&=\phantom{-}0.02510\ \text{hartree}=\phantom{-}0.683\ \text{eV}.
\end{aligned}
\]

The sum \(W+C\) reproduces \(E_c\) to within rounding. The ratio \(W/E_c=1.70\) lies between the limits in (7), and the eigenvalues of \(T\), from \(-0.224\) to \(-1.3\times10^{-5}\), are all negative, consistent with \(T\le0\). Reporting \(E_c\) as the interaction energy would miss \(0.02510/0.06089\), or 41%, of \(W\). Adding \(C\) to \(E_c\) would leave \(-0.0107\) hartree, about 30% of the correct RPA total.

These energies illustrate the model; they do not predict the correlation energy of LiH. The basis is small, and direct RPA leaves out exchange in the pair interaction. The values are far from the basis limit: in cc-pVTZ and cc-pVQZ, \(E_c\) becomes \(-0.096\) and \(-0.109\) hartree and \(W/E_c\) becomes 1.79 and 1.80. The 41% rises to about 44%, and the 30% falls to about 20%. The extra digits serve to check the identities.

**The same distinction along the coupling strength**

The two quantities are related by a derivative. With \(H_\lambda=H_0+\lambda V\) and \(D\) fixed, the Hellmann–Feynman theorem gives

\[
\frac{dE_c(\lambda)}{d\lambda}=\langle V\rangle_\lambda,\qquad
E_c(1)=\int_0^1\langle V\rangle_\lambda\,d\lambda,
\]

because \(E_c(0)=0\). Here \(V\) is unscaled. So \(W\) is the end-point value of the integrand and \(E_c\) is its integral. For LiH, in hartree:

| \(\lambda\) | \(E_c(\lambda)\) | \(\langle V\rangle_\lambda\) |
|---|---|---|
| 0.25 | −0.00296 | −0.02227 |
| 0.50 | −0.01062 | −0.03824 |
| 0.75 | −0.02180 | −0.05069 |
| 1.00 | −0.03578 | −0.06089 |

With \(\langle V\rangle_0=0\), Simpson's rule on these points gives

\[
-\tfrac1{12}[4(0.02227)+2(0.03824)+4(0.05069)+0.06089]=-0.03577,
\]

already within \(2\times10^{-5}\) hartree of \(E_c\). A finer quadrature and a numerical derivative at \(\lambda=1\), both in the numerical output, confirm the two relations more closely.

If \(\langle V\rangle_\lambda\) were a straight line through the origin, its integral would be half its end-point value, which is the leading-order result \(W=2E_c\). The tabulated curve flattens as \(\lambda\) grows, so the integral exceeds half the end-point value in magnitude. The ratio \(\lambda\langle V\rangle_\lambda/E_c(\lambda)\) accordingly falls from 1.999 at \(\lambda=0.001\) to 1.88 at \(\lambda=0.25\) and 1.70 at full coupling.

**Conditions the revised text must state**

*Equal couplings.* Formula (6) needs the same \(K\) in \(A\) and \(B\). If exchange is kept, then \(A=D+A'\) with \(A'\ne B\) in general. The derivation of \(E_c=\tfrac12\mathrm{Tr}(BT)\) did not use equality, and neither did (5), given a solution of (2) with \(|t_a|<1\). Stability now requires more. With \(p_i=-i\partial_i\), \(H=\tfrac12p^{\mathsf T}(A-B)p+\tfrac12x^{\mathsf T}(A+B)x-\tfrac12\mathrm{Tr}A\), which is unbounded below if \(A+B\) or \(A-B\) has a negative eigenvalue. For the LiH example, with exchange added to the PBE orbital-energy differences, this happens: the lowest singlet eigenvalues are \(-0.04\) and \(-0.08\) hartree. With Hartree–Fock orbitals both matrices are positive definite. In the stable case, this \(E_c\) is the shift of the boson Hamiltonian only. With antisymmetrized spin-orbital integrals, \(B_{ia,jb}=\langle ij\|ab\rangle\), the boson states \(b_{ia}^\dagger b_{jb}^\dagger|0\rangle\) and \(b_{ib}^\dagger b_{ja}^\dagger|0\rangle\) stand for one fermionic double excitation. At second order \(\tfrac12\mathrm{Tr}(BT)=-\tfrac12\sum_{ijab}|\langle ij\|ab\rangle|^2/(D_{ia}+D_{jb})\), which is twice the fermionic second-order energy, whose prefactor is \(\tfrac14\). The interaction value becomes

\[
W=\mathrm{Tr}(A'n)+\mathrm{Tr}(Bm).
\]

Using (6) with \(K=B\) instead makes an error \(\mathrm{Tr}[(B-A')n]\). In a two-pair model with unequal couplings, listed in the output, diagonalization gives \(W=-0.1452\), as does the general expression, whereas (6) gives \(-0.1321\). The total shift is \(-0.0783\), so \(W<E_c\) survives, as (4) requires for positive \(D\).

*Which part is called the interaction.* Above, \(V\) is everything beyond the bare pair energies. One might reserve the word for the pair-creating and pair-annihilating terms alone. Their expectation value is \(\mathrm{Tr}(Bm)=E_c-\mathrm{Tr}(An)\). For the single repulsive pair this is \(1.5\times(-3/8)=-0.5625\), which is again not \(E_c\). Whenever \(A\) is positive definite and \(T\ne0\), this choice also gives a value below \(E_c\), so a change of definition does not rescue the claim.

*Which state is meant.* The expectation values belong to the quasi-boson state. Products of fermion pair operators obey the Pauli principle, which the boson algebra ignores. Equation (6) is therefore not the expectation value of the electron repulsion in a fermionic coupled-cluster wavefunction, and \(C\) should not be reported as that wavefunction's change in kinetic energy.

**Requested change**

The manuscript should call \(\tfrac12\mathrm{Tr}(BT)\) the total RPA correlation energy, obtained by projection on the reference, and remove the added excitation cost. If it wishes to discuss the interaction energy, it should evaluate (6) from the amplitudes it already has and report \(C=E_c-W\) beside it.

## Table of computed values

```
One repulsive mode (model energy units)
  D = 1.000, K = 1.500
  T (dimensionless) = -0.333333
  total shift, diagonalized = -0.250000
  mixed element <0|V|Psi>/<0|Psi> = -0.250000
  interaction expectation value = -0.375000
  one-body cost = 0.125000
One attractive mode (model energy units)
  D = 1.000, K = -0.300
  T (dimensionless) = 0.225148
  total shift = -0.033772, interaction = -0.087171
  one-body cost = 0.053399, ratio W/E_c = 2.5811
Two modes with A' different from B (model energy units)
  D = [1.0, 1.4]
  A' = [[0.3, 0.05], [0.05, 0.2]]
  B = [[0.5, 0.1], [0.1, 0.4]]
  total shift = -0.078268
  interaction, diagonalized = -0.145173
  interaction, general formula = -0.145173
  short formula, not valid here = -0.132097
LiH, direct RPA on PBE orbitals, 6-31G, all electrons
  chosen distance = 1.60 angstrom
  occupied orbitals = 2, virtual = 9
  spatial pair excitations = 18
  smallest pair energy D = 0.107777 hartree
  T eigenvalue range = -0.223790 to -1.29e-05
  total shift E_c = -0.03578105 hartree = -0.9737 eV
  interaction W = -0.06088548 hartree = -1.6568 eV
  one-body cost C = 0.02510443 hartree = 0.6831 eV
  ratio W/E_c = 1.70161
  E_c, spin-orbital frequency sum = -0.03578105 hartree
  E_c, imaginary-frequency integral = -0.03578105 hartree
  W, imaginary-frequency integral = -0.06088548 hartree
  dE_c/dlambda at lambda = 1: -0.06088547 hartree
  integral of W_lambda, 0 to 1 = -0.03578105 hartree
  lambda, E_c(lambda), <unscaled V> (energies in hartree)
  0.25  -0.00296482  -0.02227058
  0.50  -0.01062186  -0.03824019
  0.75  -0.02179534  -0.05069180
  1.00  -0.03578105  -0.06088548
  ratio lambda*<V>/E_c at lambda = 0.001: 1.99936
```
